# First-order transmission change from the Fisher–Lee and Caroli formulas: test program

```python
"""First-order change of coherent transmission under a device perturbation.

Result under test, at fixed energy and with fixed leads:
    dT = 2 Re Tr[Gamma_L G dH G Gamma_R G^dagger]
G: retarded Green function of the device joined to its leads
Gamma_L, Gamma_R: broadening matrices i(Sigma - Sigma^dagger)
dH: change of the device Hamiltonian; T: transmission per spin
The independent reference matches lead modes to the device wave function
and uses neither a Green function nor a self-energy.
Energies are in meV and lengths in nm. Material values are rough GaAs values.
"""
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy import constants as const

MASS = 0.067
WIDTH, LENGTH = 50.0, 100.0
ENERGY = 12.0
BARRIER, BARRIER_SIGMA = 4.0, 12.0
BUMP, BUMP_SIGMA, BUMP_X, BUMP_Y = 2.0, 8.0, 35.0, 30.0
PROBE_X, PROBE_Y = 50.0, 15.0
TIP_HEIGHT, TIP_SIGMA = 0.5, 10.0
TEMPERATURE = 4.2
GAP_EV, PERMITTIVITY = 1.5, 12.9
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e21  # meV nm^2


def build(a, mass=MASS, width=WIDTH, scale=1.0):
    """Square-lattice wire with hard side walls and a smooth potential."""
    rows = int(round(width / a)) - 1
    cols = int(round(LENGTH / a)) + 1
    hop = KINETIC / mass / a**2
    x = np.repeat(np.arange(cols) * a, rows)
    y = np.tile(np.arange(1, rows + 1) * a, cols)
    potential = scale * (
        BARRIER * np.exp(-(x - LENGTH / 2)**2 / (2 * BARRIER_SIGMA**2))
        + BUMP * np.exp(-((x - BUMP_X)**2 + (y - BUMP_Y)**2)
                        / (2 * BUMP_SIGMA**2)))

    def neighbours(n):
        return sp.diags([np.ones(n - 1), np.ones(n - 1)], [-1, 1])

    column = 4 * hop * sp.identity(rows) - hop * neighbours(rows)
    ham = (sp.kron(sp.identity(cols), column)
           - hop * sp.kron(neighbours(cols), sp.identity(rows))
           + sp.diags(potential)).tocsc()
    j = np.arange(1, rows + 1)
    phi = np.sqrt(2 / (rows + 1)) * np.sin(np.pi * np.outer(j, j) / (rows + 1))
    transverse = 4 * hop - 2 * hop * np.cos(np.pi * j / (rows + 1))
    return SimpleNamespace(a=a, rows=rows, cols=cols, hop=hop, x=x, y=y,
                           ham=ham, column=column.toarray(), phi=phi,
                           transverse=transverse, size=rows * cols)


def lead_factors(m, energy):
    """Factor per lattice step of each outgoing or decaying lead mode."""
    c = (m.transverse - energy) / (2 * m.hop)
    root = np.sqrt(np.abs(1 - c * c))
    is_open = np.abs(c) < 1
    return np.where(is_open, c + 1j * root, c - np.sign(c) * root), is_open


def site_at(m, x, y):
    return int(np.argmin((m.x - x)**2 + (m.y - y)**2))


def green_response(m, energy):
    """Transmission and site-energy derivatives from one factorization."""
    lam, _ = lead_factors(m, energy)
    sigma = (m.phi * (-m.hop * lam)) @ m.phi.T
    gamma = 1j * (sigma - sigma.conj().T)
    w, n = m.rows, m.size
    corner_l = sp.csc_matrix(([1.0], ([0], [0])), shape=(m.cols, m.cols))
    corner_r = sp.csc_matrix(([1.0], ([m.cols - 1], [m.cols - 1])),
                             shape=(m.cols, m.cols))
    matrix = (energy * sp.identity(n) - m.ham
              - sp.kron(corner_l + corner_r, sp.csc_matrix(sigma)))
    lu = splu(matrix.tocsc().astype(complex))
    left = np.zeros((n, w), complex)
    right = np.zeros((n, w), complex)
    left[:w] = np.eye(w)
    right[-w:] = np.eye(w)
    g_right = lu.solve(right)
    g_left_rows = lu.solve(left, trans='T').T
    g_lr = g_right[:w]
    kernel = gamma @ g_lr.conj().T @ gamma
    trans = np.trace(gamma @ g_lr @ gamma @ g_lr.conj().T).real
    amp = np.einsum('ni,in->n', g_right @ kernel, g_left_rows)
    dens_r = np.einsum('ni,ni->n', g_right @ gamma, g_right.conj()).real
    dens_l = np.einsum('in,in->n', g_left_rows.conj(),
                       gamma @ g_left_rows).real
    return SimpleNamespace(T=trans, amp=amp, slope=2 * amp.real,
                           product=dens_l * dens_r, lu=lu, lam=lam,
                           gamma=gamma, g_lr=g_lr, g_right=g_right,
                           g_left_rows=g_left_rows, kernel=kernel)


def match_modes(m, energy, extra=None):
    """Transmission and reflection summed over incoming modes from the left."""
    lam, is_open = lead_factors(m, energy)
    w, n = m.rows, m.size
    ham = m.ham if extra is None else m.ham + sp.diags(extra)
    first = sp.csc_matrix(([1.0], ([0], [0])), shape=(m.cols, 1))
    last = sp.csc_matrix(([1.0], ([m.cols - 1], [0])), shape=(m.cols, 1))
    phi = sp.csc_matrix(m.phi)
    unit = sp.identity(w)
    inner = energy * np.eye(w) - m.column
    edge = sp.csc_matrix(inner @ m.phi + m.hop * m.phi * lam)
    system = sp.bmat([
        [energy * sp.identity(n) - ham, m.hop * sp.kron(first, phi),
         m.hop * sp.kron(last, phi)],
        [m.hop * sp.kron(first.T, unit), edge, None],
        [m.hop * sp.kron(last.T, unit), None, edge]]).tocsc().astype(complex)
    incoming = np.flatnonzero(is_open)
    rhs = np.zeros((n + 2 * w, len(incoming)), complex)
    wave = m.phi[:, incoming]
    rhs[:w] = -m.hop * wave
    rhs[n:n + w] = -(inner @ wave + m.hop * wave / lam[incoming])
    sol = splu(system).solve(rhs)
    speed = lam[incoming].imag
    flux = speed[:, None] / speed[None, :]
    refl = np.sum(np.abs(sol[n:n + w][incoming])**2 * flux)
    trans = np.sum(np.abs(sol[n + w:][incoming])**2 * flux)
    return trans, refl, len(incoming)


def shifted(m, site, shift):
    extra = np.zeros(m.size)
    extra[site] = shift
    return match_modes(m, ENERGY, extra)[0]


def tip_shape(m):
    return np.exp(-((m.x - PROBE_X)**2 + (m.y - PROBE_Y)**2)
                  / (2 * TIP_SIGMA**2))


# General complex matrices: factor order, Hermitian and absorbing changes.
rng = np.random.default_rng(1)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


h0 = random_complex(6, 6)
h0 = (h0 + h0.conj().T) / 2
bl, br = 0.7 * random_complex(6, 2), 0.7 * random_complex(6, 2)
gam_l, gam_r = bl @ bl.conj().T, br @ br.conj().T


def small_green(h):
    return np.linalg.inv(0.3 * np.eye(6) - h + 0.5j * (gam_l + gam_r))


def amplitude_trans(h):
    return np.sum(np.abs(bl.conj().T @ small_green(h) @ br)**2)


def first_order(g, v, ga, gb):
    return 2 * np.trace(ga @ g @ v @ g @ gb @ g.conj().T).real


g0 = small_green(h0)
v_herm = random_complex(6, 6)
v_herm = (v_herm + v_herm.conj().T) / 2
v_abs = -1j * np.diag(rng.uniform(0.2, 1.0, 6))
general_error = 0.0
for v in (v_herm, v_abs):
    step = 1e-4
    numeric = (amplitude_trans(h0 + step * v)
               - amplitude_trans(h0 - step * v)) / (2 * step)
    formula = first_order(g0, v, gam_l, gam_r)
    general_error = max(general_error, abs(numeric - formula))
    assert abs(numeric - formula) < 1e-5 * (1 + abs(formula))
swap_herm = abs(first_order(g0, v_herm, gam_l, gam_r)
                - first_order(g0, v_herm, gam_r, gam_l))
swap_abs = abs(first_order(g0, v_abs, gam_l, gam_r)
               - first_order(g0, v_abs, gam_r, gam_l))
assert swap_herm < 1e-9 and swap_abs > 1e-4

# Wire: compare the Green-function map with matched lead modes.
wire = build(2.5)
res = green_response(wire, ENERGY)
t_match, r_match, n_open = match_modes(wire, ENERGY)
assert abs(t_match + r_match - n_open) < 1e-8
assert abs(res.T - t_match) < 1e-8
probe = site_at(wire, PROBE_X, PROBE_Y)
largest = np.max(np.abs(res.slope))
step = 0.2
map_error = 0.0
for px, py in [(PROBE_X, PROBE_Y), (20, 40), (75, 10), (0, 25), (100, 45)]:
    site = site_at(wire, px, py)
    numeric = (shifted(wire, site, step) - shifted(wire, site, -step)) / (2 * step)
    map_error = max(map_error, abs(numeric - res.slope[site]))
    if site == probe:
        probe_numeric = numeric
assert map_error < 1e-5 * largest
assert np.all(np.abs(res.slope) <= 2 * np.sqrt(res.product) + 1e-10)

# Closed result for one site and its quadratic coefficient.
unit_vector = np.zeros(wire.size, complex)
unit_vector[probe] = 1
g_site = res.lu.solve(unit_vector)[probe]


def closed_site(shift):
    tau = shift / (1 - shift * g_site)
    return (res.T + 2 * (tau * res.amp[probe]).real
            + abs(tau)**2 * res.product[probe])


quadratic = 2 * (res.amp[probe] * g_site).real + res.product[probe]
second_diff = (shifted(wire, probe, 1) + shifted(wire, probe, -1)
               - 2 * t_match) / 2
assert abs(second_diff - quadratic) < 1e-2 * abs(quadratic)
shift_rows = []
for shift in (1.0, 5.0, 20.0):
    actual = shifted(wire, probe, shift)
    assert abs(actual - closed_site(shift)) < 1e-8
    shift_rows.append((shift, shift * res.slope[probe], actual - t_match))
linear_range = 0.1 * abs(res.slope[probe] / quadratic)

# Smooth bump made of many site shifts.
tip = tip_shape(wire)
tip_slope = res.slope @ tip
h_tip = 0.01
tip_numeric = (match_modes(wire, ENERGY, h_tip * tip)[0]
               - match_modes(wire, ENERGY, -h_tip * tip)[0]) / (2 * h_tip)
assert abs(tip_numeric - tip_slope) < 1e-3 * abs(tip_slope)
tip_actual = match_modes(wire, ENERGY, TIP_HEIGHT * tip)[0] - t_match

# Energy derivative: device part plus change of both leads.
w = wire.rows
sigma_prime = (wire.phi * (1 / (1 - res.lam**-2))) @ wire.phi.T
gamma_prime = 1j * (sigma_prime - sigma_prime.conj().T)
block_l = res.g_right[:w] @ res.kernel @ res.g_left_rows[:, :w]
block_r = res.g_right[-w:] @ res.kernel @ res.g_left_rows[:, -w:]
lead_part = 2 * np.trace(sigma_prime @ (block_l + block_r)).real
lead_part += np.trace(gamma_prime @ res.g_lr @ res.gamma
                      @ res.g_lr.conj().T).real
lead_part += np.trace(res.gamma @ res.g_lr @ gamma_prime
                      @ res.g_lr.conj().T).real
device_part = -np.sum(res.slope)
h_e = 0.01
energy_slope = (match_modes(wire, ENERGY + h_e)[0]
                - match_modes(wire, ENERGY - h_e)[0]) / (2 * h_e)
assert abs(energy_slope - device_part - lead_part) < 1e-3 * abs(energy_slope)

# Clean wire: transmission is maximal, so the linear response vanishes.
clean = build(2.5, scale=0.0)
clean_res = green_response(clean, ENERGY)
clean_change = shifted(clean, probe, 5.0) - match_modes(clean, ENERGY)[0]
assert abs(clean_res.T - n_open) < 1e-8
assert np.max(np.abs(clean_res.slope)) < 1e-8
assert clean_change < -1e-7

# Mesh convergence at fixed physical geometry.
mesh_rows = []
for spacing in (5.0, 2.5, 1.25):
    m = build(spacing)
    r = green_response(m, ENERGY)
    s = site_at(m, PROBE_X, PROBE_Y)
    mesh_rows.append((spacing, r.T, r.slope[s] / spacing**2,
                      r.slope @ tip_shape(m)))
assert abs(mesh_rows[2][1] - mesh_rows[1][1]) < abs(mesh_rows[1][1]
                                                    - mesh_rows[0][1])

# Sizes of neglected effects.
kt = const.k * TEMPERATURE / const.e * 1e3
thermal_t = thermal_tip = weight_sum = 0.0
for u in np.arange(-12, 12.01, 0.25):
    weight = 0.25 / (4 * np.cosh(u / 2)**2)
    r = green_response(wire, ENERGY + u * kt)
    weight_sum += weight
    thermal_t += weight * r.T
    thermal_tip += weight * (r.slope @ tip)
assert abs(weight_sum - 1) < 1e-4
nonparabolicity = (1 - MASS)**2 / GAP_EV
mass_factor = 1 + nonparabolicity * ENERGY * 1e-3
heavy = build(2.5, mass=MASS * mass_factor)
heavy_res = green_response(heavy, ENERGY)
wide = build(2.5, width=WIDTH + 2.5)
wide_res = green_response(wide, ENERGY)
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
q_screen = 2 * MASS / (PERMITTIVITY * bohr_nm)
screen_factor = 1 + q_screen * TIP_SIGMA
quantum_us = 2 * const.e**2 / const.h * 1e6
lead_modes = wire.transverse - 2 * wire.hop
top, low = np.argmax(res.slope), np.argmin(res.slope)

print(f"effective mass {MASS} m_e; width {WIDTH} nm; device length {LENGTH} nm")
print(f"energy {ENERGY} meV; mesh {wire.a} nm; hopping {wire.hop:.3f} meV")
print(f"barrier {BARRIER} meV, sigma {BARRIER_SIGMA} nm, centre {LENGTH/2} nm")
print(f"fixed bump {BUMP} meV, sigma {BUMP_SIGMA} nm, at ({BUMP_X}, {BUMP_Y}) nm")
print("lowest three lead thresholds (meV):", np.round(lead_modes[:3], 3))
print(f"open lead modes: {n_open}; device sites: {wire.size}")
print(f"T from Green function: {res.T:.8f}; from mode matching: {t_match:.8f}")
print(f"reflection from mode matching: {r_match:.8f}")
print(f"probe site: ({wire.x[probe]}, {wire.y[probe]}) nm")
print(f"site slope, formula: {res.slope[probe]:.9e} per meV")
print(f"site slope, central difference: {probe_numeric:.9e} per meV")
print(f"central-difference step: {step} meV")
print(f"largest error over five tested sites: {map_error:.2e} per meV")
print(f"A at probe: {res.amp[probe].real:.6e} {res.amp[probe].imag:+.6e} i per meV")
print(f"G_nn at probe: {g_site.real:.6e} {g_site.imag:+.6e} i per meV")
print(f"B at probe: {res.product[probe]:.6e} per meV^2")
print(f"slope bound at probe: {2*np.sqrt(res.product[probe]):.6e} per meV")
print(f"quadratic coefficient, formula: {quadratic:.6e} per meV^2")
print(f"quadratic coefficient, differences: {second_diff:.6e} per meV^2")
print(f"shift where quadratic/linear = 0.1: {linear_range:.3f} meV")
for shift, linear, actual in shift_rows:
    print(f"site shift {shift:.0f} meV: linear dT {linear:.6e}, actual {actual:.6e}")
print(f"most positive slope {res.slope[top]:.4e} per meV at ({wire.x[top]}, {wire.y[top]}) nm")
print(f"most negative slope {res.slope[low]:.4e} per meV at ({wire.x[low]}, {wire.y[low]}) nm")
print(f"share of sites with positive slope: {100*np.mean(res.slope > 0):.1f} percent")
print(f"smooth bump: height {TIP_HEIGHT} meV, sigma {TIP_SIGMA} nm, at probe")
print(f"smooth-bump slope: formula {tip_slope:.7f}, difference {tip_numeric:.7f} per meV")
print(f"smooth-bump dT: linear {TIP_HEIGHT*tip_slope:.6f}, actual {tip_actual:.6f}")
print(f"conductance quantum 2e^2/h: {quantum_us:.4f} microsiemens")
print(f"smooth-bump conductance change: linear {quantum_us*TIP_HEIGHT*tip_slope:.4f}, "
      f"actual {quantum_us*tip_actual:.4f} microsiemens")
print(f"dT/dE: total {energy_slope:.6f}, device {device_part:.6f}, leads {lead_part:.6f} per meV")
print(f"clean wire: T {clean_res.T:.8f}, largest slope {np.max(np.abs(clean_res.slope)):.1e} per meV")
print(f"clean wire, 5 meV site shift: actual dT {clean_change:.6e}")
print(f"random matrices: largest derivative error {general_error:.1e}")
print(f"lead-swap difference: Hermitian {swap_herm:.1e}, absorbing {swap_abs:.4f}")
for spacing, trans, density, slope in mesh_rows:
    print(f"mesh {spacing} nm: T {trans:.6f}, site slope/area {density:.5e} "
          f"per meV nm^2, bump slope {slope:.6f} per meV")
print(f"mesh shift 2.5 to 1.25 nm: T {mesh_rows[2][1]-mesh_rows[1][1]:+.6f}, "
      f"bump slope {mesh_rows[2][3]-mesh_rows[1][3]:+.6f} per meV")
print(f"thermal energy at {TEMPERATURE} K: {kt:.4f} meV")
print(f"thermal averages: T {thermal_t:.6f}, bump slope {thermal_tip:.6f} per meV")
print(f"nonparabolic mass factor (rough): {mass_factor:.5f}")
print(f"with that mass: T {heavy_res.T:.6f}, bump slope {heavy_res.slope @ tip:.6f} per meV")
print(f"one wall moved 2.5 nm: T {wide_res.T:.6f}, "
      f"bump slope {wide_res.slope @ tip_shape(wide):.6f} per meV")
print(f"rough 2D screening: wave number {q_screen:.4f} per nm, reduction factor {screen_factor:.3f}")
print("all tests passed")
```

Output:

```
effective mass 0.067 m_e; width 50.0 nm; device length 100.0 nm
energy 12.0 meV; mesh 2.5 nm; hopping 90.985 meV
barrier 4.0 meV, sigma 12.0 nm, centre 50.0 nm
fixed bump 2.0 meV, sigma 8.0 nm, at (35.0, 30.0) nm
lowest three lead thresholds (meV): [ 2.24   8.906 19.833]
open lead modes: 2; device sites: 779
T from Green function: 1.27117437; from mode matching: 1.27117437
reflection from mode matching: 0.72882563
probe site: (50.0, 15.0) nm
site slope, formula: -1.981478823e-03 per meV
site slope, central difference: -1.981480087e-03 per meV
central-difference step: 0.2 meV
largest error over five tested sites: 2.45e-09 per meV
A at probe: -9.907394e-04 -2.153917e-03 i per meV
G_nn at probe: -6.738153e-03 -3.701500e-03 i per meV
B at probe: 1.362842e-05 per meV^2
slope bound at probe: 7.383338e-03 per meV
quadratic coefficient, formula: 1.103448e-05 per meV^2
quadratic coefficient, differences: 1.103426e-05 per meV^2
shift where quadratic/linear = 0.1: 17.957 meV
site shift 1 meV: linear dT -1.981479e-03, actual -1.970476e-03
site shift 5 meV: linear dT -9.907394e-03, actual -9.635608e-03
site shift 20 meV: linear dT -3.962958e-02, actual -3.549191e-02
most positive slope 1.5236e-03 per meV at (12.5, 37.5) nm
most negative slope -2.3231e-03 per meV at (45.0, 37.5) nm
share of sites with positive slope: 40.6 percent
smooth bump: height 0.5 meV, sigma 10.0 nm, at probe
smooth-bump slope: formula -0.0955900, difference -0.0955900 per meV
smooth-bump dT: linear -0.047795, actual -0.044915
conductance quantum 2e^2/h: 77.4809 microsiemens
smooth-bump conductance change: linear -3.7032, actual -3.4801 microsiemens
dT/dE: total 0.243394, device 0.188548, leads 0.054848 per meV
clean wire: T 2.00000000, largest slope 4.9e-17 per meV
clean wire, 5 meV site shift: actual dT -3.526799e-04
random matrices: largest derivative error 8.0e-09
lead-swap difference: Hermitian 1.4e-15, absorbing 0.2001
mesh 5.0 nm: T 1.325147, site slope/area -3.66022e-04 per meV nm^2, bump slope -0.107734 per meV
mesh 2.5 nm: T 1.271174, site slope/area -3.17037e-04 per meV nm^2, bump slope -0.095590 per meV
mesh 1.25 nm: T 1.258214, site slope/area -3.04526e-04 per meV nm^2, bump slope -0.092337 per meV
mesh shift 2.5 to 1.25 nm: T -0.012961, bump slope +0.003253 per meV
thermal energy at 4.2 K: 0.3619 meV
thermal averages: T 1.290198, bump slope -0.091833 per meV
nonparabolic mass factor (rough): 1.00696
with that mass: T 1.284903, bump slope -0.099320 per meV
one wall moved 2.5 nm: T 1.509141, bump slope -0.127424 per meV
rough 2D screening: wave number 0.1963 per nm, reduction factor 2.963
all tests passed
```
